# Steady two-step tunnelling through one oxide trap between thin sheets

An oxide of thickness $d$ separates an atomically thin semiconductor channel, labelled $L$, from a thin-layer gate, labelled $R$. One electron trap sits in the oxide at distance $a$ from the channel and $b=d-a$ from the gate. An electron can tunnel from the channel to the trap and then from the trap to the gate. The problem is to find the steady current and the trap position that makes it greatest while $d$ stays fixed.

Electron flow from channel to gate counts as positive, and $e>0$. The trap energy $E_t$ is measured from the band bottoms of the sheets, which are aligned; the oxide bands are flat. Each step is elastic. The rate $\Gamma_j$ couples the trap to one spin species of sheet $j$, and $f_j$ is the Fermi occupation of that sheet at $E_t$. The occupations, the temperature and $E_t$ are held fixed when the trap is moved.

## (a) One orbital without spin

**Find the steady current. For a fixed product $\Gamma_L\Gamma_R$, which ratio of rates makes it greatest?**

**Solution.** Let $n$ be the mean occupation of the trap. Sheet $j$ fills an empty trap at rate $\Gamma_jf_j$ and empties a full one at rate $\Gamma_j(1-f_j)$. Its net flow into the trap is

$$\Gamma_jf_j(1-n)-\Gamma_j(1-f_j)n=\Gamma_j(f_j-n).$$

In the steady state the two flows add to zero:

$$\Gamma_L(f_L-n)+\Gamma_R(f_R-n)=0,\qquad n=\frac{\Gamma_Lf_L+\Gamma_Rf_R}{\Gamma_L+\Gamma_R}.$$

The current is $e$ times the flow from the channel into the trap. Since

$$f_L-n=\frac{\Gamma_R(f_L-f_R)}{\Gamma_L+\Gamma_R},$$

it follows that

$$I=e\,\frac{\Gamma_L\Gamma_R}{\Gamma_L+\Gamma_R}(f_L-f_R).$$

With the product fixed, only the denominator varies. From

$$(\Gamma_L+\Gamma_R)^2=(\Gamma_L-\Gamma_R)^2+4\Gamma_L\Gamma_R,$$

the sum is least at $\Gamma_L=\Gamma_R$. For $f_L>f_R$ the greatest current is therefore $\tfrac12e\sqrt{\Gamma_L\Gamma_R}\,(f_L-f_R)$.

At high bias, $f_L=1$ and $f_R=0$, the mean time per electron is $1/\Gamma_L+1/\Gamma_R$. The electron waits for two steps in succession. Starting from equal rates, a change that keeps the product fixed shortens one wait but lengthens the other by more.

## (b) Does a fixed thickness fix the product?

**Use a zero-range trap and two identical thin sheets, with one mass $m$ throughout and band minima at zero in-plane momentum. Derive $\Gamma(a)$.**

**Solution.** The normalized trap orbital is

$$\psi(r)=\sqrt{\frac{\kappa}{2\pi}}\,\frac{e^{-\kappa r}}r .$$

Its energy lies $\hbar^2\kappa^2/2m$ below the oxide band edge. Describe a sheet by the potential $V=-(\hbar^2\eta/m)\delta(z)$. Its bound state $\chi=\sqrt\eta\,e^{-\eta|z|}$ has the required slope jump, $-2\eta\chi(0)$. The barrier above the sheet's band bottom is $\Phi=\hbar^2\eta^2/2m$, so

$$\kappa^2=\eta^2-\frac{2mE_t}{\hbar^2}.$$

The in-plane Fourier component of $\psi$ is needed at the sheet. The function $u=e^{-\kappa r}/r$ obeys $(\nabla^2-\kappa^2)u=-4\pi\delta^3(\mathbf r)$. For in-plane wave number $k$ this becomes

$$\left(\frac{d^2}{dz^2}-q^2\right)\tilde u=-4\pi\delta(z),\qquad q^2=\kappa^2+k^2,$$

where $z$ is now measured from the trap. The decaying solution is $\tilde u=Ce^{-q|z|}$. Its slope jumps by $-2qC=-4\pi$, so $C=2\pi/q$. Multiplication by $\sqrt{\kappa/2\pi}$ gives, at distance $a$,

$$\tilde\psi=\sqrt{2\pi\kappa}\,\frac{e^{-qa}}q .$$

Energy conservation selects the sheet state:

$$-\frac{\hbar^2\kappa^2}{2m}=-\frac{\hbar^2\eta^2}{2m}+\frac{\hbar^2k^2}{2m}.$$

Hence $k^2=\eta^2-\kappa^2$ and $q=\eta$. For sheet area $A$, the in-plane wave contributes $A^{-1/2}$, and the matrix element of the sheet potential is

$$M=-\frac{\hbar^2\eta}{m}\sqrt\eta\,\frac{\sqrt{2\pi\kappa}}{\eta\sqrt A}e^{-\eta a}
=-\frac{\hbar^2}{m}\sqrt{\frac{2\pi\kappa\eta}{A}}\,e^{-\eta a}.$$

The density of states per spin is $Am/(2\pi\hbar^2)$. The golden rule then gives

$$\Gamma(a)=\frac{2\pi}{\hbar}|M|^2\frac{Am}{2\pi\hbar^2}
=\Gamma_0e^{-2\eta a},\qquad \Gamma_0=\frac{2\pi\hbar\kappa\eta}{m}.$$

This is the leading order in weak coupling. It requires $a\gg1/\eta$ and a width $\hbar\Gamma$ much smaller than $E_t$, the distance from the band edge. The same calculation for the gate replaces $a$ by $d-a$, so

$$\Gamma_L\Gamma_R=\Gamma_0^2e^{-2\eta a}e^{-2\eta(d-a)}=\Gamma_0^2e^{-2\eta d}.$$

Within this model the thickness does fix the product. The exponent contains $\eta$, set by the band bottom of the sheet, rather than the trap's own $\kappa$. A trap level higher in the band has a slower radial decay, but it must supply more in-plane momentum, and for equal masses the two effects cancel.

## (c) Include spin

**The trap can hold an electron of either spin, but Coulomb repulsion forbids two. Find the current.**

**Solution.** An empty trap can now be filled in two ways, whereas the electron in a full trap has one spin. Define

$$U=\Gamma_Lf_L+\Gamma_Rf_R,\qquad D=\Gamma_L(1-f_L)+\Gamma_R(1-f_R).$$

The total occupation obeys $\dot n=2U(1-n)-Dn$. In the steady state $n=2U/S$ and $1-n=D/S$, with

$$S=2U+D=(1+f_L)\Gamma_L+(1+f_R)\Gamma_R.$$

The net flow from the channel is

$$\frac Ie=2\Gamma_Lf_L(1-n)-\Gamma_L(1-f_L)n
=\frac{2\Gamma_L}{S}\left[f_LD-(1-f_L)U\right].$$

In the bracket the two terms $\Gamma_Lf_L(1-f_L)$ cancel. What remains is

$$\Gamma_R[f_L(1-f_R)-(1-f_L)f_R]=\Gamma_R(f_L-f_R).$$

Therefore

$$I=\frac{2e\Gamma_L\Gamma_R(f_L-f_R)}{(1+f_L)\Gamma_L+(1+f_R)\Gamma_R}.$$

These occupation equations assume $\hbar(\Gamma_L+\Gamma_R)\ll k_BT$, so that each Fermi function is nearly constant across the level width.

## (d) The best position

**Find the best position, the greatest current and the width of the maximum.**

**Solution.** Write $w_j=1+f_j$. The product $(w_L\Gamma_L)(w_R\Gamma_R)$ does not depend on $a$, so the argument of part (a) applies to the weighted rates. The maximum lies at

$$w_L\Gamma_L=w_R\Gamma_R.$$

With the exponential rates this reads $w_L/w_R=e^{2\eta(2a-d)}$. Taking logarithms gives

$$a_*=\frac d2+\frac1{4\eta}\ln\frac{1+f_L}{1+f_R}.$$

Relative to this point, one weighted rate is $\sqrt{w_Lw_R}\,\Gamma_0e^{-\eta d}e^{-2\eta(a-a_*)}$ and the other has the opposite sign in its last exponent. Their sum is proportional to a hyperbolic cosine, so

$$I(a)=\frac{I_{\max}}{\cosh[2\eta(a-a_*)]},\qquad
I_{\max}=\frac{e\Gamma_0e^{-\eta d}(f_L-f_R)}{\sqrt{(1+f_L)(1+f_R)}}.$$

Half the maximum is reached when the hyperbolic cosine equals 2. The full width at half maximum is therefore $\operatorname{arccosh}(2)/\eta$.

Two limits show what "equal coupling" means.

- At small bias $f_L\to f_R$, the weights cancel and the best position has $\Gamma_L=\Gamma_R$, as without spin.
- At high bias $f_L=1$ and $f_R=0$, the condition is $2\Gamma_L=\Gamma_R$: the total filling rate equals the emptying rate. Equal bare rates $\Gamma$ give $2e\Gamma/3$ instead of the maximum $e\Gamma/\sqrt2$, a loss of $1-2\sqrt2/3$, or about 5.7% of the maximum.

## (e) When the two rates fall at different slopes

**Suppose the product depends on position. What replaces the balance condition? Apply it to an oxide field that lowers the barrier towards the gate.**

**Solution.** Let $\lambda_j$ be the decrease of $\ln\Gamma_j$ per unit distance from sheet $j$. Dividing the current formula by $\Gamma_L\Gamma_R$ above and below shows that the maximum requires the least value of

$$T=\frac{w_R}{\Gamma_L}+\frac{w_L}{\Gamma_R}.$$

As $a$ grows, $1/\Gamma_L$ rises and $1/\Gamma_R$ falls:

$$\frac{dT}{da}=\frac{w_R\lambda_L}{\Gamma_L}-\frac{w_L\lambda_R}{\Gamma_R}=0
\quad\Rightarrow\quad
\frac{w_L\Gamma_L}{w_R\Gamma_R}=\frac{\lambda_L}{\lambda_R}.$$

This is a minimum of $T$ when $1/\Gamma_L$ and $1/\Gamma_R$ are convex functions of distance, as exponentials are. Equal weighted rates are best when the slopes are equal there.

For a field of magnitude $F$, the barrier at distance $z$ from the channel is $\Phi-eFz$ above the channel's band bottom. At distance $s$ from the gate it is $\Phi+eFs$ above the gate's band bottom. In the semiclassical approximation each exponent is twice the integral of the local decay constant. If the prefactors are held fixed, the slopes at the trap give

$$\frac{\lambda_L}{\lambda_R}=\sqrt{\frac{\Phi-eFa}{\Phi+eF(d-a)}} .$$

The ratio is below one, so the optimum lies slightly on the gate side of the point where the weighted rates are equal. That point itself also moves towards the gate, because at each position the field raises $\Gamma_L$ and lowers $\Gamma_R$. This comparison holds $E_t$ fixed relative to the channel. It therefore compares traps of different depths below the local oxide band edge.

## (f) A numerical case

**Take $d=3.0$ nm, $\Phi=3.0$ eV, $m=0.40\,m_e$, $T=300$ K and $E_t=0.030$ eV. The Fermi levels are 0.120 eV in the channel and $-0.080$ eV in the gate, both measured from the band bottoms. Evaluate the current.**

**Solution.** The bias is 0.20 V. Fixed charge near the sheets is assumed to make the oxide field vanish at this bias. This is a strong assumption: the channel holds about $2\times10^{13}$ electrons per cm², and if the gate induced them through an oxide of relative permittivity 3.9, the field would be about 9 MV/cm, near breakdown, and the flat-band numbers below would not apply. The Fermi functions are $f_L=0.970$ and $f_R=0.014$. From $\eta=\sqrt{2m\Phi}/\hbar$ and $\kappa=\sqrt{2m(\Phi-E_t)}/\hbar$,

$$\eta=5.612\ \mathrm{nm^{-1}},\qquad \kappa=5.584\ \mathrm{nm^{-1}},\qquad
\Gamma_0=5.70\times10^{16}\ \mathrm{s^{-1}}.$$

The position-independent mean rate is

$$\sqrt{\Gamma_L\Gamma_R}=5.70\times10^{16}\,e^{-5.612\times3.0}\ \mathrm{s^{-1}}
=2.78\times10^9\ \mathrm{s^{-1}}.$$

The best position is

$$a_*=1.500\ \mathrm{nm}+\frac{\ln(1.970/1.014)}{4\times5.612}\ \mathrm{nm}=1.530\ \mathrm{nm}.$$

There $\Gamma_L=1.99\times10^9\ \mathrm{s^{-1}}$ and $\Gamma_R=3.87\times10^9\ \mathrm{s^{-1}}$. Multiplied by 1.970 and 1.014 respectively, both become $3.93\times10^9\ \mathrm{s^{-1}}$. The greatest current is

$$I_{\max}=\frac{(1.602\times10^{-19}\ \mathrm C)(2.78\times10^9\ \mathrm{s^{-1}})(0.956)}
{\sqrt{1.970\times1.014}}=3.0\times10^{-10}\ \mathrm A,$$

or 0.30 nA, one electron per 0.53 ns on average. The trap is then occupied 51% of the time. The current formula gives, at other positions:

| $a$ (nm) | $I$ (pA) |
|---:|---:|
| 1.00 | 1.6 |
| 1.25 | 26 |
| 1.50 | 285 |
| 1.75 | 50 |
| 2.00 | 3.1 |

The full width at half maximum is 0.23 nm. The central trap, with equal bare rates, carries 5.3% less than the maximum. The total level width, $\hbar(\Gamma_L+\Gamma_R)=3.9\times10^{-6}$ eV, is far below both $k_BT=0.026$ eV and $E_t$, as the derivation requires.

## (g) How far does the result carry over to a device?

**Estimate several omitted effects for the same numbers.**

**Solution.** Lattice relaxation changes the current most among the effects estimated here. When the trap changes charge, nearby atoms move. Let the reorganization energy be $\Lambda=1$ eV, a rough scale for oxide defects, and treat the atomic motion classically. Define

$$g(x)=\frac{e^{-x^2/(4\Lambda k_BT)}}{\sqrt{4\pi\Lambda k_BT}} .$$

The factors $f_j$ for capture and $1-f_j$ for emission are replaced by

$$C_j=\int_0^\infty f_j(\varepsilon)g(\Lambda-\varepsilon+E_t)\,d\varepsilon,$$

$$B_j=\int_0^\infty[1-f_j(\varepsilon)]g(\Lambda+\varepsilon-E_t)\,d\varepsilon .$$

Here $\varepsilon$ is the electron energy in the sheet, $E_t$ now denotes the energy difference between the full and empty trap, each with its atoms relaxed, and the elastic tunnelling exponent is retained. The algebra of part (c) is unchanged: the weights become $w_j=2C_j+B_j$, and $f_L-f_R$ becomes $C_LB_R-C_RB_L$. Numerical integration gives a greatest current of $6.3\times10^{-15}$ A, smaller by a factor of $2.1\times10^{-5}$.

The best position moves to 1.595 nm. Since $\Gamma_L/\Gamma_R=e^{-4\eta(a-d/2)}$, the bare rates there have the ratio $e^{-4\times5.612\times0.095}\approx0.12$. A central trap carries $1/\cosh(2\times5.612\times0.095)\approx0.6$ of the new maximum. Balance of the weighted rates survives in this estimate, but equality of the bare couplings does not.

With both Fermi levels fixed, heating from 300 to 400 K multiplies the relaxed maximum by 9.0. The elastic maximum instead changes by a factor of 0.93. The classical treatment is reliable when the phonon energies are well below $k_BT$. Many oxide phonons have larger energies; nuclear tunnelling then raises the relaxed current and weakens its temperature dependence.

An oxide field of 1 MV/cm drops 0.30 V across the oxide. Numerical maximization with the exponents of part (e) moves the elastic optimum from 1.530 to 1.551 nm. The weighted rates then have the ratio 0.95, and the maximum would rise by 1.6% if the prefactors stayed fixed. However, the prefactor is proportional to the trap's $\kappa$, which the field lowers by about 2.6% there. Including this turns the rise into a fall of about 1%.

A lighter channel mass $m_c$ alters both the density of states and the in-plane momentum. If both sheets have $m_c=0.20\,m_e$ and the oxide mass stays at $0.40\,m_e$, then $q^2=\eta^2-2(m-m_c)E_t/\hbar^2$. Replacing $\eta$ by $q$ throughout the matrix element of part (b) makes the current proportional to $m_cqe^{-qd}$, which is 0.52 of its former value.

Electrons can also cross without the trap. Two identical sheets have even and odd states with $q=\eta(1\pm e^{-qd})$. To leading order their energies are $-\Phi(1\pm2e^{-\eta d})$, so half the splitting is $t=2\Phi e^{-\eta d}$. For aligned bands, conserved in-plane momentum and a Lorentzian broadening of full width $\gamma=10$ meV, the peak density of final states is $2/(\pi\gamma)$. The golden rule gives a rate $4t^2/(\hbar\gamma)$ per electron.

The sheet densities follow from

$$n_j=\frac{mk_BT}{\pi\hbar^2}\ln\left(1+e^{\mu_j/k_BT}\right),$$

where $\mu_j$ is the Fermi level. They are $2.0\times10^{13}$ and $1.9\times10^{11}\ \mathrm{cm^{-2}}$. Their difference, times $e$ and the rate, gives a direct current density of 0.17 A/cm². One elastic trap at its best position matches the direct current through 0.18 µm²; one relaxed trap, treated classically, matches that through only 3.8 nm². With strong relaxation and exactly aligned sheets, direct tunnelling would thus exceed the trap current unless well-placed traps were very dense. This rests on a sharp resonance. A band offset $\Delta\gg\gamma$ puts the direct process in the Lorentzian tail and lowers it by roughly $(\gamma/2\Delta)^2$, about a hundredfold at $\Delta=0.05$ eV. Well-placed relaxed traps at a few times $10^{11}\ \mathrm{cm^{-2}}$ would then already compete, so the comparison does not carry over to misaligned sheets.

Two electrostatic energies remain. For an assumed relative permittivity $\epsilon_r=3.9$, the repulsion scale $e^2\kappa/(4\pi\epsilon_0\epsilon_r)$ is about 2.1 eV, and the Coulomb integral of $\psi$ is $4\ln2$ times this, or 5.7 eV. Relaxation lowers the effective repulsion by $2\Lambda=2$ eV, so single occupancy holds for this compact orbital but is not assured for a real, strongly relaxing defect. If the sheets screen like metal plates and the empty trap is neutral, the alternating series of image charges gives $-e^2\ln2/(4\pi\epsilon_0\epsilon_rd)=-0.085$ eV at the centre. The dilute gate screens less well than a metal plate, so the actual shift is smaller in size. It is still comparable with the 0.090 eV between the trap and the channel Fermi level, so $E_t$ must be understood to include it.

Of the assumptions tested here, that of elastic steps affects the trap current most: relaxation with $\Lambda=1$ eV changes 0.30 nA into about 6 fA in the classical estimate. In many atomically thin semiconductors, such as monolayer MoS$_2$, the conduction-band minimum lies at a corner of the Brillouin zone, not at zero in-plane momentum. Elastic tunnelling that must supply this momentum decays more steeply, so the rates above do not apply to such sheets. A thick metal gate also lacks the single band bottom used here, so its slope need not equal that of the channel, and part (e) replaces simple balance. The absolute currents belong to a zero-range trap and are not predictions for a particular defect.
